# How a Uniform Flare Background Widens a Bright Printed Space

**Q.** Flare is stray light that a lens scatters across the wafer. If it is uniform, it has no edges. How can it move the edge of a printed space?

**A.** The printed edge is a contour of the total intensity, and a uniform background selects a different contour of the direct image. Take a positive-tone resist, which clears where it receives enough light, and describe it by a fixed threshold $T$. A bright space is then the region where the intensity exceeds $T$.

Let $I(x)$ be the direct image without the background, and let $B$ be the background. All three quantities are measured in units of the clear-field intensity, the value in a large open area. Without flare the edge lies where $I=T$. With flare it lies where

$$I(x)+B=T,\qquad\text{or}\qquad I(x)=T-B .$$

The resist still responds at $T$, but the direct image has to supply less of it. The contour $T-B$ lies further out, on the darker side of the old edge, so the space grows.

**Q.** By how much? A lower contour could be close by or far away.

**A.** The slope of the image decides. Put the centre of the space at $x=0$ and its flare-free edges at $\pm w/2$. Assume for now that the image is symmetric. Let $s=|dI/dx|$ at the edge, and let $d$ be the outward shift of the right edge. Intensity falls in the outward direction, so the first derivative there is $-s$. With $I''$ for the second derivative at the edge, Taylor expansion gives

$$I(w/2+d)=T-sd+\tfrac12 I''d^2+\dots$$

The new edge condition sets this equal to $T-B$. Subtracting $T$ from both sides leaves

$$-sd+\tfrac12 I''d^2+\dots=-B .$$

For small $B$ the shift is small, and the quadratic term is smaller still. Dropping it gives $sd=B$, or $d=B/s$. The left edge moves outward by the same amount, so

$$\Delta w=\frac{2B}{s}.$$

The factor 2 counts the two edges.

**Q.** Lithographers quote the normalized image log-slope rather than $s$. Where does it enter?

**A.** It is the slope of $\ln I$ at the edge, made dimensionless with the width of the space:

$$\mathrm{NILS}=w\left|\frac{d\ln I}{dx}\right|=\frac{w}{I}\left|\frac{dI}{dx}\right|=\frac{ws}{T}.$$

The last step uses $I=T$ at the flare-free edge. Solving for the slope gives $s=T\,\mathrm{NILS}/w$, and therefore

$$\Delta w=\frac{2Bw}{T\,\mathrm{NILS}},\qquad \frac{\Delta w}{w}=\frac{2B}{T\,\mathrm{NILS}} .$$

This is the leading order in $B$, with $I$ and $T$ held fixed. The width in the definition is the printed flare-free width. If NILS was normalized with some other design width, that width must be used when recovering $s$.

**Q.** The formula suggests that a high threshold protects me, since $T$ stands in the denominator.

**A.** Not by itself. The product $T\,\mathrm{NILS}$ equals $ws$, so the absolute widening is $2B/s$ and contains no separate factor of $T$. Changing the threshold helps if it moves the edge to a steeper part of the image.

The ratio $B/T$ has a useful meaning of its own. Raise the dose by a small fraction $\epsilon$ with no flare present. The edge condition becomes $(1+\epsilon)I=T$, so

$$I=\frac{T}{1+\epsilon}\approx T-\epsilon T .$$

This is the flare condition with $B$ replaced by $\epsilon T$. Hence $\Delta w/w=2\epsilon/\mathrm{NILS}$, and to first order flare acts like a fractional overdose $\epsilon=B/T$.

**Q.** Then I can reduce the dose and forget about flare.

**A.** You can restore the width at one flare level, but not the quality of the edge. Multiply the dose by $q$. Direct light and flare both scale with it, so the edge condition is $q(I+B)=T$. At the old edge $I=T$, which requires

$$q=\frac{T}{T+B}.$$

The edge is back in place, but its slope is now $qs$ while the total intensity there is still $T$. The log-slope has fallen to $q\,\mathrm{NILS}$, so the width responds more strongly to later dose errors. A site with a different background would also need a different $q$.

**Q.** Suppose my simulator reports the NILS of the total image, flare included. May I insert that value?

**A.** Not without a correction, which depends on where the value is taken. Suppose the simulator evaluates it at the old edge position. The total intensity there is $T+B$ and the slope is unchanged, because a constant has no slope. The reported value is then

$$\mathrm{NILS}_t=\frac{ws}{T+B},\qquad\text{so}\qquad \frac{\Delta w}{w}=\frac{2B}{ws}=\frac{2B}{(T+B)\,\mathrm{NILS}_t}.$$

Putting $\mathrm{NILS}_t$ into the original formula would overstate the first-order widening by the factor $1+B/T$. A value taken at the new printed edge needs a different correction, because the total intensity there is $T$ while the width and the slope have changed.

**Q.** Give me a case with numbers, and say where the image comes from.

**A.** Take an extreme-ultraviolet projection system with wavelength $\lambda=13.5$ nm and numerical aperture $\mathrm{NA}=0.33$. The source is a uniform disc filling 0.8 of the pupil radius. The mask is a grating with pitch $p=44$ nm and openings of 22 nm at wafer scale, with perfectly dark lines between them.

Neighbouring diffraction orders are separated in the pupil by

$$\frac{\lambda}{p\,\mathrm{NA}}=\frac{13.5}{44\times0.33}=0.930$$

pupil radii. Second orders are displaced by 1.860, more than the $1+0.8$ that any source point could bring inside the pupil, so they are lost. For each source point one adds the fields of the orders that pass and squares the magnitude. Averaging these intensities numerically over a grid of source points gives

$$I(x)=A_0+A_1\cos kx+A_2\cos2kx,\qquad k=\frac{2\pi}{p},$$

with $A_0=0.3444$, $A_1=0.2965$ and $A_2=0.0070$. The last digit depends on the source grid: a finer integration gives $A_1=0.2964$ and raises the widenings below by about 0.02%. The first calculation is scalar and in focus.

Choose $T$ so that the flare-free space prints at 22 nm. Its edge is at $x=11$ nm, where $kx=\pi/2$. There $\cos kx=0$ and $\cos2kx=-1$, so

$$T=A_0-A_2=0.3374 .$$

In the derivative at this point $\sin kx=1$ and $\sin2kx=0$, so

$$s=kA_1=\frac{2\pi}{44}\times0.2965=0.0423\ \text{nm}^{-1},$$

$$\mathrm{NILS}=\frac{22\times0.04234}{0.3374}=2.76 .$$

Now add $B=0.02$, or 2% of the clear-field intensity:

$$\frac{\Delta w}{w}=\frac{2\times0.02}{0.3374\times2.761}=0.0429 .$$

The space widens by 4.3%, which is 0.945 nm. Locating the new contour by bracketed root finding gives 0.949 nm, or about 9.5 angstrom. Each edge moves by 0.47 nm.

The background is 2% of clear field but 5.9% of the threshold. The dose factor that restores 22 nm is $0.3374/0.3574=0.944$, and it lowers the NILS to $0.944\times2.761=2.61$.

**Q.** The two widenings differ slightly. What did the linear formula omit?

**A.** Mainly the curvature term. Write $d=B/s+aB^2$ and insert it into the edge equation. The terms proportional to $B$ cancel. Those proportional to $B^2$ give

$$-sa+\frac{I''}{2s^2}=0,\qquad a=\frac{I''}{2s^3}.$$

Adding two equal edges,

$$\Delta w=\frac{2B}{s}+\frac{I''B^2}{s^3}+\dots$$

The second term divided by the first is $I''B/(2s^2)$. Its magnitude must be small for the linear law to hold, but that alone is not enough: where $I''$ is close to zero at the edge, as here, higher-order terms can dominate at larger $B$. In the example $I''=4k^2A_2=5.7\times10^{-4}\ \text{nm}^{-2}$, and the second term is 0.0030 nm. The remaining 0.0007 nm belongs to higher orders.

The sign depends on where the threshold cuts the image. If $I''>0$, the profile flattens outward and the first correction adds width. If $I''<0$, it steepens outward and the first correction subtracts width.

**Q.** When does the linear law become seriously wrong?

**A.** With the same image and threshold, root finding gives:

| $B$ | widening (nm) | linear law (nm) |
|---|---|---|
| 0.01 | 0.473 | 0.472 |
| 0.05 | 2.39 | 2.36 |
| 0.10 | 4.90 | 4.72 |
| 0.20 | 10.81 | 9.45 |

At $B=0.20$ the law is 13% below the computed widening. The reason follows from the local rate $dw/dB=2/s(x)$, taken at the moving edge. Between $x=11$ and 22 nm the slope is

$$s(x)=kA_1\sin kx+2kA_2\sin2kx .$$

It starts at $kA_1$ and reaches zero at the centre of the dark line. On the way $\sin kx$ is below one and $\sin2kx$ is negative, so the slope stays below its starting value. The edge therefore moves faster than the linear law predicts.

The dark line disappears when its darkest point reaches the threshold. That point has intensity $A_0-A_1+A_2=0.055$, so this happens at $B=T-0.055=0.282$.

A pure cosine image shows the size of the failure in closed form. Set $A_2=0$ and $T=A_0$. With $x=p/4+d$, $\cos kx=-\sin kd$, and the edge condition becomes $A_1\sin kd=B$. Thus

$$\Delta w=\frac{2}{k}\arcsin\frac{B}{A_1}.$$

For $B\ll A_1$ this returns $2B/(kA_1)$, the linear law. At $B=A_1$ the true widening is $\pi/k=p/2$, which fills the dark line, while the linear law gives $2/k=p/\pi$. It then accounts for a fraction $2/\pi$ of the widening.

**Q.** You assumed equal edges. Lens aberrations such as coma can make one edge steeper than the other.

**A.** Then add the shifts separately. For left and right slopes $s_L$ and $s_R$,

$$\Delta w=B\left(\frac1{s_L}+\frac1{s_R}\right).$$

Since $1/s_L=w/(T\,\mathrm{NILS}_L)$, and likewise on the right,

$$\frac{\Delta w}{w}=\frac BT\left(\frac1{\mathrm{NILS}_L}+\frac1{\mathrm{NILS}_R}\right)=\frac{2B}{T\,\mathrm{NILS}_h},$$

where $\mathrm{NILS}_h$ is the harmonic mean of the two values. The space also shifts towards its shallower edge.

As an artificial example, take $I=0.40+0.30\cos kx+0.05\sin2kx$ with the same pitch and $T=0.36$. Finding its contours numerically gives a width of 24.1 nm and edge values of 1.93 and 3.79. Their harmonic mean is 2.56. Using the steeper edge alone would give $2.558/3.790=0.675$ of the correct first-order widening.

**Q.** I have a more basic objection. Scattered light must come from somewhere. You added flare without removing anything from the image.

**A.** That is the main condition on the result. The direct image $I$ was defined as the one delivered at the wafer, and it was held fixed. If the dose was instead set for a scatter-free lens, the loss has to be included.

Let a fraction $F$ of the light be scattered, and assume that all of it lands on the wafer, spread over distances much larger than the pitch. Let $D$ be the mean image intensity of the surroundings. The edge condition is

$$(1-F)I+FD=T,\qquad I=\frac{T-FD}{1-F}.$$

The drop of the contour below $T$ takes the place of $B$:

$$T-\frac{T-FD}{1-F}=\frac{(1-F)T-T+FD}{1-F}=\frac{F(D-T)}{1-F}.$$

Hence, to first order,

$$\frac{\Delta w}{w}=\frac{2F(D-T)}{(1-F)\,T\,\mathrm{NILS}} .$$

The space widens if its surroundings are brighter on average than the threshold, and narrows if they are darker.

Take $F=0.04$ and $D=0.50$. The added light is again $FD=0.02$, but root finding now gives a widening of 0.32 nm instead of 0.95 nm. If the surroundings are the same grating, $D=A_0=0.3444$, close to $T$, and the widening is 0.014 nm. For $D=0.10$ the space narrows by 0.47 nm.

**Q.** So is the original formula of any practical use?

**A.** Yes, for a dose calibrated on the delivered direct image, and for comparing sites. Suppose two identical spaces have the same $F$ but surroundings $D_1$ and $D_2$. Subtracting their first-order widths cancels the terms containing $-T$:

$$w_1-w_2=\frac{2}{s}\,\frac{F(D_1-D_2)}{1-F}.$$

This is the original law with $B$ replaced by the difference in background, measured relative to $1-F$, the direct part of the clear-field intensity. For $D_1=0.50$ and $D_2=0.10$ it gives

$$\frac{2\times0.04\times0.40}{0.96\times0.04234}=0.79\ \text{nm}.$$

The separately computed changes, $0.32$ and $-0.47$ nm, differ by the same amount.

**Q.** Your image is in perfect focus and your resist is perfectly sharp. What happens otherwise?

**A.** In each case below $T=0.3374$ and $B=0.02$ are held fixed, one effect is added at a time, and the edges are found numerically.

Defocus gives the diffraction orders different phases, according to their angles. At 40 nm of defocus the flare-free width is still 22.0 nm, but NILS falls from 2.76 to 2.48. The flare widening rises from 0.95 to 1.06 nm. Flare and defocus therefore do not simply add: the loss of slope makes the same background more harmful.

Diffusion in the resist can be modelled as a Gaussian blur. With standard deviation $\sigma=5$ nm it multiplies $A_1$ by

$$e^{-k^2\sigma^2/2}=0.775,$$

while the blurred background remains $B$, because averaging a constant does not change it. NILS becomes 2.16 and the widening 1.23 nm, 29% more than without blur.

The scalar calculation also ignores the different field directions of the interfering orders. Including them for unpolarized light changes the widening to 0.97 nm.

**Q.** Extreme-ultraviolet masks are reflective and lit at an angle. Surely the absorber casts a shadow.

**A.** It does. A simple estimate takes an absorber 60 nm high, light tilted by 6 degrees across the lines, and fourfold reduction. Shadowing on the way in and out narrows the opening at wafer scale by

$$\frac{2\times60\tan6^\circ}{4}=3.15\ \text{nm}.$$

At the same threshold the flare-free space prints at 18.0 nm with a NILS of 1.86, and flare widens it by 1.14 nm. In this estimate the shadow changes the width by 4.0 nm, more than flare does. A wider mask opening could offset the narrowing. Full electromagnetic scattering by the mask and light leaking through the absorber are left out. The leak is not negligible for the width. An absorber that returns 1 to 3% of the intensity, roughly in antiphase, would in a thin-mask estimate narrow the 22 nm space by 1.4 to 2.1 nm at the same threshold, while the flare widening stays near 0.95 to 0.97 nm.

**Q.** Is uniform flare a safe assumption across one space?

**A.** For slow variation, yes. Let the background be $B(1+x/L)$. To first order the outward shifts at the two edges are

$$\frac Bs\left(1\pm\frac{w}{2L}\right).$$

The gradient cancels from their sum, leaving the widening $2B/s$. Half their difference moves the centre by $Bw/(2sL)$. For $L=1000$ nm this is about 0.005 nm.

**Q.** And photon noise? Could it hide a change of one nanometre?

**A.** Locally it can blur the comparison. Take a clear-field dose of 50 mJ/cm$^2$ and an absorbed fraction of 0.2. With a photon energy of 91.8 eV, this gives $n=6.80$ absorbed photons per nm$^2$ in clear field, and about $nT$ near the edge.

Let the blur average the photons with a normalized two-dimensional Gaussian $g$. For independent photon arrivals the variance of the average is

$$nT\int g^2\,dA=\frac{nT}{4\pi\sigma^2}.$$

Its square root, divided by the slope of the blurred photon density, gives an edge scatter of 0.38 nm rms. Treating the two edges as independent multiplies this by $\sqrt2$, giving 0.54 nm for the local width. That is nearly half the 1.23 nm flare widening with blur. The scatter averages down along a long space, whereas the flare shift does not. Noise from the resist chemistry is not included.

**Q.** How close is all this to a real scanner?

**A.** The wavelength, aperture, reduction and tilt are those of current 0.33-aperture extreme-ultraviolet scanners. A few percent of flare, a few nanometres of blur and a dose of tens of mJ/cm$^2$ are rough typical values. The disc source is a simplification, since shaped illumination can give dense lines a steeper image. Among the assumptions sized here, taken one at a time, the dose calibration moves the flare widening most: including scattering loss reduces 0.95 nm to 0.32 nm for $D=0.50$. The direction depends on the surroundings: for $D=1$ the same model gives 1.31 nm. Resist blur raises the widening to 1.23 nm, and blur, defocus, polarization and shadow acting together raise it to about 1.7 nm. The 4.3% widening is thus a model result for a stated calibration, not a prediction for every scanner.
